Updating electron directions after scattering without a singularity at vertical incidence

**1. The vertical electron**

An electron enters a resist film vertically. Let z point along the beam into the film, so that its direction is d = (0, 0, 1). It is deflected by the polar angle θ, with azimuth φ measured from the x axis. The new direction can be written down at once:

d' = (sin θ cos φ, sin θ sin φ, cos θ).

Its squared length is sin²θ + cos²θ = 1, and its scalar product with d is cos θ. Nothing is singular here. A numerical scheme that fails in this case fails because of the way it describes directions.

For a general unit direction d = (u, v, w), two unit vectors e1 and e2 are needed that are perpendicular to d and to each other. Then

d' = cos θ d + sin θ (cos φ e1 + sin φ e2).  (1)

One choice follows the lines of longitude and latitude. With ρ = √(u² + v²),

f1 = (uw/ρ, vw/ρ, −ρ),  f2 = (−v/ρ, u/ρ, 0).  (2)

Inserting f1 and f2 for e1 and e2 gives the longitude update:

u' = u cos θ + sin θ (uw cos φ − v sin φ)/ρ
v' = v cos θ + sin θ (vw cos φ + u sin φ)/ρ
w' = w cos θ − ρ sin θ cos φ.

At vertical incidence u = v = ρ = 0, and the first two lines contain 0/0. In a vertical beam this happens at the first collision of every electron that scatters.

**2. Two separate faults near the pole**

The division 0/0 occurs at the pole itself. A second fault appears near it if ρ is computed as √(1 − w²). Let the tilt from the pole be τ, with τ ≪ 1, so that ρ² ≈ τ². Rounding of w and of w² leaves an absolute error η in 1 − w², where η is of order 10⁻¹⁶ in double precision. The computed root is

√(ρ² + η) ≈ ρ(1 + κ),  κ = η/(2τ²),

for κ ≪ 1. The horizontal part of the deflection, of length close to sin θ, is divided by this root and so acquires the factor 1 − κ. To first order in κ,

|d'|² ≈ cos²θ + (1 − 2κ) sin²θ = 1 − 2κ sin²θ,
|d'| − 1 ≈ −κ sin²θ = −η sin²θ/(2τ²).

For θ = 30°, τ = 10⁻⁷ and η = 1.1 × 10⁻¹⁶, the magnitude is 1.1 × 10⁻¹⁶ × 0.25/(2 × 10⁻¹⁴) = 1.4 × 10⁻³. The largest error found among 5000 directions with tilts between 10⁻⁷ and 2 × 10⁻⁷ was also 1.4 × 10⁻³. With tilts a hundred times larger it was 1.3 × 10⁻⁷, in accordance with the inverse square.

Computing ρ from u and v removes this cancellation: the length error was then 2.2 × 10⁻¹⁶ in both ranges. The 0/0 at the pole remains, and its cure is a different pair e1, e2.

**3. A frame obtained by the shortest rotation**

Take first w ≥ 0. At the pole the natural frame consists of the x and y axes. Carry it to d by the shortest rotation that takes the z axis to d. The rotation axis is along

k = z × d = (−v, u, 0).

If the rotation angle is τ, then |k| = sin τ and cos τ = w. Rodrigues' formula for a rotation about the unit vector n = k/sin τ is

Rx = x + sin τ n × x + (1 − cos τ) n × (n × x).

Since (1 − cos τ)/sin²τ = 1/(1 + cos τ), this becomes

Rx = x + k × x + k × (k × x)/(1 + w).

The division by sin τ has cancelled, and the result has the correct limit, the identity, at τ = 0. For the x axis,

k × (1,0,0) = (0, 0, −u),  k × (0,0,−u) = (−u², −uv, 0),

and for the y axis,

k × (0,1,0) = (0, 0, −v),  k × (0,0,−v) = (−uv, −v², 0).

Adding the terms gives, for w ≥ 0,

e1 = (1 − u²/(1+w), −uv/(1+w), −u)
e2 = (−uv/(1+w), 1 − v²/(1+w), −v).  (3)

These expressions would fail at w = −1. For w < 0, turn the whole problem by 180° about the x axis, use (3), and turn back. The half-turn H changes the signs of the second and third components. Thus Hd = (u, −v, −w) lies in the upper hemisphere, and (3) gives there

(1 − u²/(1−w), uv/(1−w), −u),  (uv/(1−w), 1 − v²/(1−w), v).

Applying H again yields, for w < 0,

e1 = (1 − u²/(1−w), −uv/(1−w), u)
e2 = (uv/(1−w), −1 + v²/(1−w), −v).

Both cases fit one formula. Let s = +1 for w ≥ 0 and s = −1 for w < 0, and define

a = −1/(s + w),  b = uva.

Then

e1 = (1 + su²a, sb, −su),  e2 = (b, s + v²a, −v).  (4)

The magnitude of the denominator is |s + w| = 1 + |w|, which is never below 1. At w = 0 either sign serves, so a signed floating-point zero does no harm. A sign function that returns 0 there must not be used, because s + w would vanish.

**4. Unit length and scattering angle**

Rotations preserve lengths, angles and handedness. Hence e1, e2 and d form a right-handed orthonormal set, and (1) gives

|d'|² = cos²θ + sin²θ (cos²φ + sin²φ) = 1,
d · d' = cos θ,
|d' − d|² = 2 − 2 cos θ = 4 sin²(θ/2).

The last relation is the better numerical test at small angles. There cos θ ≈ 1 − θ²/2, so an absolute error of 10⁻¹⁶ in the cosine conceals an angle error of about 10⁻¹⁶/θ. The chord |d' − d| ≈ θ does not have this amplification.

The update was tested on 100 000 directions. They included 1000 at each pole and 48 000 with tilts between 10⁻¹² and 0.1 from one of the poles. The values of sin²(θ/2) ran from 10⁻¹² to 1, with 0 and 1 included. The largest error in length was 4.4 × 10⁻¹⁶; in the cosine and in the chord it was 6.7 × 10⁻¹⁶. A second construction, which rotated the frame by a matrix exponential, agreed to 1.1 × 10⁻¹⁴ in every component for 200 random directions.

**5. Why the new azimuth is harmless**

Away from the poles, (4) and the longitude frame (2) span the same plane, so they can differ only by a turn about d. Write u = ρ cos ψ and v = ρ sin ψ. In the upper hemisphere the shortest rotation leaves its axis f2 = (−sin ψ, cos ψ, 0) fixed and takes the horizontal vector (cos ψ, sin ψ, 0) to f1. The x axis is cos ψ times this horizontal vector minus sin ψ times f2, and the y axis is sin ψ times the first plus cos ψ times the second. Therefore

e1 = cos ψ f1 − sin ψ f2,  e2 = sin ψ f1 + cos ψ f2,
cos φ e1 + sin φ e2 = cos(φ − ψ) f1 + sin(φ − ψ) f2.

The longitude update with azimuth φ − ψ gives the same d'. In the lower hemisphere the half-turn changes ψ to −ψ and reverses both f1 and f2, which adds π. The equivalent azimuth is then φ + ψ + π.

If φ is uniform and independent of d and θ, so is the shifted azimuth, and both updates describe the same physics. This holds for an unpolarised beam in an amorphous target, if the slight spin polarisation produced by the scattering itself is neglected. The frame does jump at w = 0: near d = (1, 0, 0), e1 is close to (0, 0, −1) on one side and (0, 0, 1) on the other. With a uniform φ the jump has no effect on the distribution of d'. If the cross section depends on azimuth, as it can for polarised electrons or in a crystal, φ must be measured from a physical reference direction, and an arbitrary frame no longer suffices.

**6. What happens to a length error**

Rounding makes d slightly too long or too short. Let |d|² = 1 + ε, and consider w ≥ 0 with D = 1 + w. Then

u² + v² = 1 + ε − w² = (1 − w)D + ε.

The scalar products of the computed vectors follow directly from (3):

e1 · d = u[1 − w − (u² + v²)/D] = −uε/D,
e1 · e1 = 1 + u²[1 − 2/D + (u² + v²)/D²] = 1 + u²ε/D².

In the second line the terms without ε cancel, since 1 − 2/D + (1 − w)/D = (D − 1 − w)/D = 0. The same bracket appears in the other products, so that

e2 · d = −vε/D,  e2 · e2 = 1 + v²ε/D²,  e1 · e2 = uvε/D².

With q = u cos φ + v sin φ, squaring (1) gives

|d'|² = cos²θ (1 + ε) − 2 sin θ cos θ εq/D + sin²θ (1 + εq²/D²)
   = 1 + ε (cos θ − sin θ q/D)².  (5)

No power of ε has been dropped. For w < 0 the half-turn replaces v by −v in q and w by −w in D. In general, therefore, q = u cos φ + sv sin φ and D = 1 + |w|.

For small ε, |q|/D is at most √((1−|w|)/(1+|w|)) ≤ 1. The factor multiplying ε is then at most (|cos θ| + |sin θ|)² ≤ 2, so one unlucky collision can double the error. The average over φ, with ⟨q⟩ = 0 and ⟨q²⟩ = (u² + v²)/2, is to leading order

cos²θ + ½ sin²θ (1−|w|)/(1+|w|) ≤ 1.

An existing error thus does not grow in the mean, and the mean magnitude of the accumulated error rises at most in proportion to the number of collisions, through fresh rounding. In a run of 2000 electrons through 2000 collisions each, without renormalisation, the largest length error was 2.4 × 10⁻¹⁵.

**7. Sampling the angle with the same care**

The example needs a scattering law. Take the Born approximation for a nucleus of charge Z whose potential is screened by the factor exp(−r/ℓ), with ℓ = 0.885 a₀ Z^(−1/3) and a₀ the Bohr radius. For an electron of wave number k, momentum p and speed βc, let C = Ze²/(4πε₀), let m be the electron mass, and let γ be the relativistic factor. With momentum transfer ħQ, Q = 2k sin(θ/2), the magnitude of the amplitude is

(2γmC/ħ²Q) ∫₀^∞ sin(Qr) exp(−r/ℓ) dr = (2γmC/ħ²)/(Q² + 1/ℓ²).

Since Q² = 2k²(1 − cos θ), ħk = p and γm/p² = 1/(pβc), this equals

A/(1 − cos θ + 2α),  A = C/(pβc),  α = 1/(4k²ℓ²).

Put x = 1 − cos θ. Integrating the squared amplitude over solid angle gives the total cross section

σ = 2πA² ∫₀² dx/(x + 2α)² = πA²/[α(1 + α)].

The fraction of collisions with a deflection below x is

R = x(1 + α)/(x + 2α).

Setting R equal to a uniform random number and solving for h = x/2 = sin²(θ/2) gives

h = αR/(1 + α − R),  cos θ = 1 − 2h,  sin θ = 2√(h(1 − h)).

Forming sin θ as √(1 − cos²θ) would bring back, at small θ, the cancellation found in section 2.

**8. Two collisions by hand**

A 30 keV electron travels vertically in PMMA and strikes carbon, for which α = 4.644 × 10⁻⁴. Let R = 0.90 and φ = 40°. Then

h = 4.644 × 10⁻⁴ × 0.90/0.1004644 = 0.004160,

so cos θ = 0.99168, sin θ = 0.12873 and θ = 7.396°. The frame is the x and y axes, and

d' = (0.12873 × 0.76604, 0.12873 × 0.64279, 0.99168) = (0.0986, 0.0827, 0.9917).

For a second carbon collision let R = 0.95 and φ = 200°. Now h = 0.008742, cos θ = 0.98252, sin θ = 0.18618 and θ = 10.730°. With 1 + w = 1.99168, formula (4) gives

e1 = (0.99512, −0.00410, −0.09861),
e2 = (−0.00410, 0.99656, −0.08274).

The combination cos φ e1 + sin φ e2, with cos φ = −0.93969 and sin φ = −0.34202, is (−0.9337, −0.3370, 0.1210). Equation (1) then yields

d'' = 0.98252 d' + 0.18618 (−0.9337, −0.3370, 0.1210)
  = (−0.0769, 0.0186, 0.9969).

The scalar product d' · d'' is −0.0076 + 0.0015 + 0.9886 = 0.9825, the prescribed cosine. The electron is now closer to vertical than before, because the two azimuths differ by 160° and the deflections are nearly opposite.

**9. A test over many collisions**

Averaging (1) over φ leaves cos θ d. At constant energy the mean direction therefore decays with path length L as

⟨w⟩ = exp(−L/λ₁),  1/λ₁ = Σ nσ⟨1 − cos θ⟩,

where the sum runs over the elements and n is their number density. For the second moment, the z components of e1 and e2 have squares that add up to 1 − w². Hence the φ-average of w'² is w² cos²θ + ½(1 − w²) sin²θ, or

⟨w'²⟩ − 1/3 = (w² − 1/3)(1 − (3/2) sin²θ).

Starting from w = 1, this gives

⟨1 − w²⟩ = (2/3)[1 − exp(−L/λ₂)],  1/λ₂ = Σ nσ⟨(3/2) sin²θ⟩.

The lateral position is the integral of the horizontal part of d. Its mean square contains the correlation of that part at path lengths t and t' > t. Given d(t), the mean of d(t') is exp(−(t'−t)/λ₁) d(t), so

⟨r²⟩ = 2 ∫₀^L dt' ∫₀^t' dt exp(−(t'−t)/λ₁) (2/3)[1 − exp(−t/λ₂)].

In PMMA at 30 keV the model gives λ₁ = 17.57 µm and λ₂ = 6.89 µm. For L = 4 µm in an unbounded medium the integral gives an rms displacement of 1302 nm; a run of 40 000 electrons gave 1309 nm. The mean of w agreed with the predicted 0.7964 within five standard errors of 0.0014 each.

For L much shorter than λ₁ and λ₂ the integral reduces to 2L³/(9λ₂). At 4 µm this would give 1.44 µm, about 10 % too much, because L/λ₂ = 0.58 and L/λ₁ = 0.23 are not small. At L = 200 nm it gives 16 nm.

**10. A resist film and what the model omits**

Let a 30 keV point beam enter a free PMMA film 200 nm thick, with a rough density of 1.18 g/cm³. The elastic mean free path in the model is 109.6 nm, so a fraction exp(−200/109.6) = 0.161 crosses without elastic scattering; the run of 200 000 electrons gave 0.160. Nearly all of these would still collide inelastically in a real film, which the model leaves out. The remaining 84 % each have a first elastic collision, in the model at vertical incidence, where the longitude update returns no number.

At the lower face the median distance from the beam axis is 5.1 nm, and 90 % of the transmitted electrons lie within 21.5 nm. The rms estimate of 16 nm refers to a fixed path length and does not describe the spread at the lower face. There, a few electrons deflected through large angles travel far sideways and raise the rms radius to between 35 and 40 nm, about seven to eight times the median; because rare electrons that leave several micrometres from the axis weigh heavily in it, this figure changes by a few nanometres from one run of this size to the next. For a Gaussian spot the ratio would be only 1/√(ln 2) = 1.2, so the distribution has a long tail towards large radii.

The film in this example has no substrate. A separate slowing-down calculation for bare silicon, which dropped electrons below 2 keV, returned 16.0 ± 0.6 % of them through the surface (statistical error), at a median distance of 2.8 µm. Resist on a silicon wafer would thus receive an additional, micrometre-wide exposure that the free film lacks. The 5.1 nm is therefore a measure of forward scattering and not a line width.

Other omissions act inside the film:

- Deflection by atomic electrons, estimated by replacing Z² with Z(Z + 1) in the cross section, raises the median to 6.2 nm, or by about a fifth.
- Energy loss, from Bethe's stopping formula, is about 220 eV, or 0.7 % of the beam energy.
- Rutherford's formula for free electrons gives about 0.017 secondary electrons above 1 keV per incident electron; exchange, as described by Møller's cross section, lowers this by about 8.5 %. At 1 keV, energy divided by stopping power gives a length of about 70 nm. This overestimates the range, since the stopping power rises as the electron slows, but even a range several times shorter would exceed the median radius.
- Screening by a single exponential is crude. With Hartree–Fock electron densities of the free atoms in the Born amplitude, the elastic mean free path falls from 110 to about 83 nm and the fraction without elastic scattering from 0.16 to 0.09. The median radius changes less, to about 5.5 nm, because the added scattering is mostly through small angles.
- The Born parameter Z/(137β) is 0.18 for oxygen, so corrections to the scattering law are to be expected. The spin factor 1 − β² sin²(θ/2) lowers the cross section by at most 11 %, at full reversal.

The finite beam spot, slower secondaries and resist chemistry also affect the written feature and are not sized here. These omissions limit the accuracy of the predicted exposure; they do not affect the direction update, which takes θ from whatever scattering law is supplied. The numerical output below lists the parameters of the PMMA model.

Values computed for the example and the checks

```
max length error, 100000 updates: 4.4e-16
max error of d.d' - cos(theta): 6.7e-16
max error of chord - 2 sin(theta/2): 6.7e-16
max difference from matrix exponential: 1.1e-14
usual update at the pole: [      nan       nan 0.8660254]
max length error near the pole, theta = 30 deg:
tilt from (rad) | usual, sqrt(1-w^2) | usual, hypot | finite
  1.0e-03 | 1.9e-11 | 2.2e-16 | 2.2e-16
  1.0e-05 | 1.3e-07 | 2.2e-16 | 2.2e-16
  1.0e-07 | 1.4e-03 | 2.2e-16 | 2.2e-16
length drift after 2000 collisions: 2.4e-15
beam energy: 30 keV, v/c = 0.3284
wave number: 900.3 1/nm
PMMA density: 1.18 g/cm3, film: 200 nm
C: n = 35.49 /nm3, alpha = 4.644e-04, sigma = 1.483e-04 nm2
H: n = 56.78 /nm3, alpha = 1.406e-04, sigma = 1.361e-05 nm2
O: n = 14.20 /nm3, alpha = 5.625e-04, sigma = 2.177e-04 nm2
elastic mean free path: 109.6 nm
lambda1 = 17.57 um, lambda2 = 6.89 um
collision 1 on C: R = 0.90, phi = 40 deg, h = 0.004160
  theta set 7.396005 deg, found 7.396005 deg
  e1 = (1.000000, 0.000000, 0.000000)
  e2 = (0.000000, 1.000000, 0.000000)
  d' = (0.098610, 0.082744, 0.991680) length-1 = 0.0e+00
collision 2 on C: R = 0.95, phi = 200 deg, h = 0.008742
  theta set 10.729626 deg, found 10.729626 deg
  e1 = (0.995118, -0.004097, -0.098610)
  e2 = (-0.004097, 0.996562, -0.082744)
  d' = (-0.076946, 0.018557, 0.996863) length-1 = 0.0e+00
path test, 4 um at fixed energy, 40000 electrons:
  mean w: theory 0.7964, standard error 0.0014
  rms lateral: theory 1302.4 nm, run 1309.1 nm
film run: 200000 electrons
  unscattered: run 0.1600, exp(-t/mfp) 0.1612
  radius at lower face: median 5.11 nm, 90th pct 21.5 nm
  returned through the top: 0.09 %
neglected effects:
  energy loss in film: 222 eV = 0.74 %
  with Z(Z+1): median 6.18 nm, 90th pct 24.0 nm
  secondaries above 1 keV per electron: 0.0169
  their range scale T/S at 1 keV: 72 nm
  Born parameter Z*alpha_fs/beta for O: 0.178
  largest spin correction beta^2: 0.108
  Si substrate returns 16.0 +- 0.6 % of electrons
  median return radius: 2.76 um
  Si run: 4000 electrons, cutoff 2 keV, I = 173 eV
  PMMA mean excitation energy used: 74 eV
```
